# Lanczos coefficients of the square lattice from moments, and their limit: a numerical check

```python
"""
Result under test: for nearest-neighbour hopping t on the infinite square
lattice, the Lanczos chain started on one site has squared couplings
b1^2 = 4, b2^2 = 5, b3^2 = 19/5 (units t^2), and b_n^2 tends to 4.

Symbols (energies in units of t unless a name ends in _eV):
  mu_k  = <0|H^k|0>, moments of the local density of states rho(E)
  N_n   = product of b_j^2/4 for j = 1..n
  f     = weight on the unit circle, E = 4 cos(theta), with circle mean 1
  G     = exp(circle mean of log f); the claim N_n -> 2G implies b_n^2 -> 4
  D     = zero-free analytic function in the disc with |D|^2 = f on the circle
"""
from fractions import Fraction
from math import comb, pi, sqrt

import mpmath as mp
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import ellipkm1


def hop(v):
    """Apply the nearest-neighbour hopping matrix to an array of amplitudes."""
    out = np.zeros_like(v)
    out[1:, :] += v[:-1, :]
    out[:-1, :] += v[1:, :]
    out[:, 1:] += v[:, :-1]
    out[:, :-1] += v[:, 1:]
    return out


def couplings_from_moments(moments, count):
    """Squared couplings of a symmetric chain from moments 0..2*count."""
    previous = [0] * len(moments)
    current = list(moments)
    last = 0
    result = []
    for k in range(1, count + 1):
        new = [current[l + 1] - last * previous[l]
               for l in range(len(current) - 1)]
        last = new[k] / current[k - 1]
        result.append(last)
        previous, current = current, new
    return result


# ---- moments by explicit counting of closed walks ----
max_power = 12
radius = max_power + 1
walks = np.zeros((2 * radius + 1, 2 * radius + 1), dtype=np.int64)
walks[radius, radius] = 1
counted = []
for power in range(max_power + 1):
    counted.append(int(walks[radius, radius]))
    walks = hop(walks)
assert counted[2] == 4 and counted[4] == 36 and counted[6] == 400
for power, value in enumerate(counted):
    expected = comb(power, power // 2) ** 2 if power % 2 == 0 else 0
    assert value == expected

# ---- chain formulas for the moments, by symbolic matrix powers ----
s1, s2, s3 = sp.symbols("s1 s2 s3", positive=True)
chain = sp.zeros(4, 4)
for i, s in enumerate((s1, s2, s3)):
    chain[i, i + 1] = chain[i + 1, i] = sp.sqrt(s)
square = (chain * chain).applyfunc(sp.expand)
fourth = (square * square).applyfunc(sp.expand)
sixth = (fourth * square).applyfunc(sp.expand)
assert sp.expand(square[0, 0] - s1) == 0
assert sp.expand(fourth[0, 0] - s1 * (s1 + s2)) == 0
assert sp.expand(sixth[0, 0] - s1 * ((s1 + s2) ** 2 + s2 * s3)) == 0

# ---- exact couplings from the counted walks ----
exact = couplings_from_moments([Fraction(m) for m in counted], 6)
assert exact[:3] == [Fraction(4), Fraction(5), Fraction(19, 5)]

# ---- many couplings, from moments in high precision ----
levels = 300
mp.mp.dps = 500
long_moments = [mp.mpf(comb(k, k // 2) ** 2) if k % 2 == 0 else mp.mpf(0)
                for k in range(2 * levels + 1)]
b_squared = np.array([float(x) for x in
                      couplings_from_moments(long_moments, levels)])

# ---- vector Lanczos on a patch whose edge is never felt ----
steps = 40
size = 2 * (steps + 1) + 1
old = np.zeros((size, size))
vec = np.zeros((size, size))
vec[steps + 1, steps + 1] = 1.0
coupling = 0.0
lanczos_b2 = []
largest_a = 0.0
for n in range(steps):
    w = hop(vec) - coupling * old
    a = float(np.sum(w * vec))
    largest_a = max(largest_a, abs(a))
    w -= a * vec
    coupling = float(np.sqrt(np.sum(w * w)))
    lanczos_b2.append(coupling ** 2)
    old, vec = vec, w / coupling
lanczos_b2 = np.array(lanczos_b2)
assert np.allclose(lanczos_b2[:3], [4, 5, 19 / 5], atol=1e-11)
lanczos_gap = float(np.max(np.abs(lanczos_b2 - b_squared[:steps])))
assert lanczos_gap < 1e-8 and largest_a < 1e-10


# ---- exact density of states against a convolution of two chains ----
def rho_exact(energy):
    return ellipkm1((energy / 4) ** 2) / (2 * pi ** 2)


def rho_convolution(energy):
    def smooth(x):
        return 1 / (pi ** 2 * sqrt((2 + x) * (2 + energy - x)))
    return quad(smooth, energy - 2, 2, weight="alg", wvar=(-0.5, -0.5))[0]


for energy in (0.5, 1.0, 2.0, 3.0, 3.9):
    assert abs(rho_exact(energy) - rho_convolution(energy)) < 1e-7


def circle_weight(theta):
    return (2 / pi) * np.abs(np.sin(theta)) * ellipkm1(np.cos(theta) ** 2)


for k in (0, 2, 4, 6):
    value = (2 / pi) * quad(
        lambda x: (4 * np.cos(x)) ** k * circle_weight(x),
        0, pi / 2, limit=200)[0]
    assert abs(value - counted[k]) < 1e-6 * max(1, counted[k])

# ---- limit of the products N_n ----
log_mean = (2 / pi) * quad(lambda x: np.log(circle_weight(x)),
                           0, pi / 2, limit=200)[0]
G = float(np.exp(log_mean))
N = np.cumprod(b_squared / 4)
assert 0.5 <= G <= 1.0
assert abs(N[-1] / (2 * G) - 1) < 5e-3
deviation = np.abs(b_squared - 4)
windows = [deviation[50:100].max(), deviation[100:200].max(),
           deviation[200:300].max()]
assert windows[0] > windows[1] > windows[2] and windows[1] < 0.03

# ---- lower bound 2G/(1+I_n), phase of D from the conjugate function ----
M = 2 ** 16
theta = 2 * pi * (np.arange(M) + 0.5) / M
f_grid = circle_weight(theta)
sign = np.sign(np.fft.fftfreq(M))


def conjugate_function(values):
    return np.fft.ifft(-1j * sign * np.fft.fft(values)).real


phase = conjugate_function(np.log(f_grid))


def overlap(n):
    return float(np.mean(np.cos(2 * n * theta + phase)))


lower = np.array([2 * G / (1 + overlap(n)) for n in range(1, 41)])
# 1e-4 allows for the grid error at the logarithmic singularities
assert np.all(N[:40] >= lower - 1e-4)
lower_last = 2 * G / (1 + overlap(levels))
assert N[-1] >= lower_last - 1e-4 and lower_last > 0.98 * 2 * G

# ---- upper bound from a trial polynomial (Fejer mean of D(0)/D) ----
epsilon, degree = 1e-3, 200
log_f_eps = np.log(f_grid + epsilon)
inverse_D = np.exp(0.5 * np.mean(log_f_eps)
                   - 0.5 * (log_f_eps + 1j * conjugate_function(log_f_eps)))
orders = np.arange(degree + 1)
coefficients = (np.fft.fft(inverse_D)[:degree + 1] / M
                * np.exp(-1j * orders * theta[0])).real
assert abs(coefficients[0] - 1) < 1e-3
coefficients[0] = 1.0  # the trial polynomial must be exactly monic
coefficients *= 1 - orders / (degree + 1)
z = np.exp(1j * theta)
q_grid = np.polyval(coefficients[::-1], z)
trial = 2 * (np.exp(-1j * levels * theta) * q_grid).real
upper_last = float(np.mean(trial ** 2 * f_grid))
assert N[-1] <= upper_last + 1e-4 and upper_last < 1.10 * 2 * G


# ---- continued fraction closed with the constant tail b^2 = 4 ----
def rho_chain(energy, squares):
    green = (energy - 1j * sqrt(16 - energy ** 2)) / 8
    for s in reversed(squares):
        green = 1 / (energy - s * green)
    return -green.imag / pi


three = [float(x) for x in exact[:3]]


def closed_moment(k):
    def integrand(x):
        e = 4 * np.sin(x)
        return e ** k * rho_chain(e, three) * 4 * np.cos(x)
    return quad(integrand, -pi / 2, pi / 2, limit=200)[0]


for k in (0, 2, 4, 6):
    assert abs(closed_moment(k) - counted[k]) < 1e-6 * max(1, counted[k])
moment8_closed = closed_moment(8)
predicted8 = counted[8] - three[0] * three[1] * three[2] * (float(exact[3]) - 4)
assert abs(moment8_closed - predicted8) < 1e-4

for energy in (1.0, 2.0, 3.0):
    true = rho_exact(energy)
    error_three = abs(rho_chain(energy, three) / true - 1)
    error_many = abs(rho_chain(energy, list(b_squared)) / true - 1)
    assert error_many < 0.01 and error_many < error_three
# the exact density grows without bound towards the band centre
assert rho_exact(1e-8) > rho_exact(1e-4) > 2 * rho_chain(0.0, three)

# ---- printed numbers ----
t_eV = 0.5
print("moments mu2, mu4, mu6, mu8 (t^k):", *[counted[k] for k in (2, 4, 6, 8)])
for n, value in enumerate(exact, start=1):
    print(f"b{n}^2 = {value} = {float(value):.6f} t^2")
print(f"largest |a_n|, vector Lanczos, {steps} steps: {largest_a:.1e} t")
print(f"largest gap in b_n^2, Lanczos vs moments: {lanczos_gap:.1e} t^2")
for n in (10, 11, 50, 51, 100, 101, 299, 300):
    print(f"b_{n}^2 - 4 = {b_squared[n - 1] - 4:+.6f} t^2")
wrong_side = sum((b_squared[n - 1] - 4) * (-1) ** n <= 0
                 for n in range(2, levels + 1))
print("n in 2..300 not (even above 4, odd below 4):", int(wrong_side))
print(f"G = {G:.6f}, 2G = {2 * G:.6f} (no unit)")
for n in (1, 2, 3, 10, 100, 300):
    print(f"N_{n} = {N[n - 1]:.6f} (no unit)")
print(f"lower bound on N_300: {lower_last:.6f} (no unit)")
print(f"upper bound on N_300: {upper_last:.6f} (no unit)")
print(f"trial polynomial: degree {degree}, epsilon {epsilon}")
print(f"hopping t = {t_eV} eV")
for n in (1, 2, 3):
    print(f"b{n} = {t_eV * sqrt(three[n - 1]):.4f} eV")
print(f"limiting b = {t_eV * sqrt(4):.4f} eV")
print(f"band edges = -{4 * t_eV:.4f} and +{4 * t_eV:.4f} eV")
print("density of states per site and spin, in 1/eV:")
for energy in (1.0, 2.0, 3.0):
    true = rho_exact(energy) / t_eV
    approx = rho_chain(energy, three) / t_eV
    print(f"E = {energy * t_eV:.2f} eV: 3 levels + tail {approx:.5f}, "
          f"exact {true:.5f}, error {100 * (approx / true - 1):+.2f} %")
print(f"E = 0 eV: 3 levels + tail {rho_chain(0.0, three) / t_eV:.5f} 1/eV")
for energy in (1e-4, 1e-8):
    print(f"exact at E = {energy * t_eV:.1e} eV: "
          f"{rho_exact(energy) / t_eV:.5f} 1/eV")
print(f"mu8 with 3 levels + tail: {moment8_closed:.3f} t^8")
print("all assertions hold")
```

Printed output:

```
moments mu2, mu4, mu6, mu8 (t^k): 4 36 400 4900
b1^2 = 4 = 4.000000 t^2
b2^2 = 5 = 5.000000 t^2
b3^2 = 19/5 = 3.800000 t^2
b4^2 = 409/95 = 4.305263 t^2
b5^2 = 30095/7771 = 3.872732 t^2
b6^2 = 10263629/2461771 = 4.169205 t^2
largest |a_n|, vector Lanczos, 40 steps: 0.0e+00 t
largest gap in b_n^2, Lanczos vs moments: 2.2e-15 t^2
b_10^2 - 4 = +0.085034 t^2
b_11^2 - 4 = -0.057383 t^2
b_50^2 - 4 = +0.011918 t^2
b_51^2 - 4 = -0.010854 t^2
b_100^2 - 4 = +0.005360 t^2
b_101^2 - 4 = -0.005099 t^2
b_299^2 - 4 = -0.001536 t^2
b_300^2 - 4 = +0.001552 t^2
n in 2..300 not (even above 4, odd below 4): 0
G = 0.660024, 2G = 1.320049 (no unit)
N_1 = 1.000000 (no unit)
N_2 = 1.250000 (no unit)
N_3 = 1.187500 (no unit)
N_10 = 1.300425 (no unit)
N_100 = 1.317669 (no unit)
N_300 = 1.319216 (no unit)
lower bound on N_300: 1.318813 (no unit)
upper bound on N_300: 1.324942 (no unit)
trial polynomial: degree 200, epsilon 0.001
hopping t = 0.5 eV
b1 = 1.0000 eV
b2 = 1.1180 eV
b3 = 0.9747 eV
limiting b = 1.0000 eV
band edges = -2.0000 and +2.0000 eV
density of states per site and spin, in 1/eV:
E = 0.50 eV: 3 levels + tail 0.31786, exact 0.28382, error +11.99 %
E = 1.00 eV: 3 levels + tail 0.20950, exact 0.21850, error -4.12 %
E = 1.50 eV: 3 levels + tail 0.17730, exact 0.18283, error -3.03 %
E = 0 eV: 3 levels + tail 0.41883 1/eV
exact at E = 5.0e-05 eV: 1.21412 1/eV
exact at E = 5.0e-09 eV: 2.14733 1/eV
mu8 with 3 levels + tail: 4876.800 t^8
all assertions hold
```
